# Closed Finite-Temperature Fermi Level of Two Equal-Density Subbands

Two two-dimensional subbands have bottoms $E_1$ and $E_2=E_1+\Delta$, with $\Delta\ge 0$, and the same density of states $D$ per unit area and energy. Together they hold $n>0$ electrons per unit area in equilibrium at temperature $T>0$. With $t=k_BT$ the Fermi level is

$$
\mu=\frac{E_1+E_2}{2}+t\ln\!\left[\sqrt{e^{\,n/(Dt)}+\sinh^2\frac{\Delta}{2t}}-\cosh\frac{\Delta}{2t}\right]. \tag{1}
$$

The formula is closed once $n$, $D$, $\Delta$ and $T$ are given. In an inversion layer the separation $\Delta$ depends on $n$ through the confining potential, and (1) does not supply that dependence. It also takes every level other than these two as empty.

## The density equation

Let the motion along the interface be parabolic and isotropic with mass $m$, and let each subband have $g_v$ equivalent valleys. In a periodic area $A$ the allowed wave vectors have density $A/(2\pi)^2$. The number of states with kinetic energy below $\varepsilon=\hbar^2k^2/2m$, counting two spins, is

$$
2g_v\,\frac{A}{(2\pi)^2}\,\pi k^2=\frac{g_vA}{2\pi}\,\frac{2m\varepsilon}{\hbar^2}=A\,\frac{g_vm}{\pi\hbar^2}\,\varepsilon .
$$

This is linear in $\varepsilon$, so the density of states above the subband bottom is a constant,

$$
D=\frac{g_vm}{\pi\hbar^2}. \tag{2}
$$

Two subbands of the same set of valleys share $g_v$ and $m$, and therefore $D$. The mass normal to the interface affects $E_1$ and $E_2$ but not $D$.

The density in subband $i$ is $D$ times the integral of the Fermi function from $E_i$ upward. The integrand is a total derivative:

$$
\frac{1}{1+e^{(E-\mu)/t}}=\frac{e^{-(E-\mu)/t}}{1+e^{-(E-\mu)/t}}=-t\,\frac{d}{dE}\ln\!\left(1+e^{-(E-\mu)/t}\right).
$$

The logarithm vanishes at $E\to\infty$, so the lower limit alone contributes:

$$
n_i=Dt\,\ln\!\left(1+e^{(\mu-E_i)/t}\right). \tag{3}
$$

Define the dimensionless quantities

$$
u=\frac{n}{Dt},\qquad a=e^{-\Delta/t},\qquad x=e^{(\mu-E_1)/t}. \tag{4}
$$

Then $e^{(\mu-E_2)/t}=ax$, and $n_1+n_2=n$ divided by $Dt$ reads

$$
\ln(1+x)+\ln(1+ax)=u. \tag{5}
$$

## Reduction to a quadratic

Exponentiating (5) turns the sum of logarithms into a product,

$$
(1+x)(1+ax)=e^u, \tag{6}
$$

and multiplying out gives

$$
ax^2+(1+a)x-(e^u-1)=0. \tag{7}
$$

Equal densities of states are essential here. If the upper subband had density of states $rD$, the second factor in (6) would be $(1+ax)^r$. For $r=2$ this is already a cubic equation.

The discriminant of (7) is

$$
(1+a)^2+4a(e^u-1)=(1-a)^2+4ae^u\equiv S^2,\qquad S>0, \tag{8}
$$

because $(1+a)^2-4a=(1-a)^2$. It is positive, so both roots are real. Their product is $-(e^u-1)/a$, which is negative for $n>0$. One root is therefore positive and the other negative. Since $x$ is an exponential of a real number, the positive root is the physical one:

$$
x=\frac{S-(1+a)}{2a}. \tag{9}
$$

To reach the symmetric form (1), measure the Fermi level from the midpoint of the two bottoms. Put

$$
y=e^{[\mu-(E_1+E_2)/2]/t}=x\,e^{-\Delta/2t},\qquad x=y\,e^{\Delta/2t}. \tag{10}
$$

In (7) the quadratic term becomes $ax^2=e^{-\Delta/t}e^{\Delta/t}y^2=y^2$. The linear term becomes

$$
(1+a)x=\left(e^{\Delta/2t}+e^{-\Delta/2t}\right)y=2y\cosh\frac{\Delta}{2t}.
$$

Hence

$$
y^2+2y\cosh\frac{\Delta}{2t}+1=e^u. \tag{11}
$$

Completing the square gives $(y+\cosh\frac{\Delta}{2t})^2=e^u+\cosh^2\frac{\Delta}{2t}-1=e^u+\sinh^2\frac{\Delta}{2t}$. The positive solution for $y$ and the definition (10) give (1).

As a test, (1) and its equivalent logarithmic form (13) below were compared with a numerical root of the density obtained by integrating the Fermi function. The cases were $T=10$, 77 and 300 K, $\Delta=0$, 20 and 90 meV, and $n=2\times10^{11}$, $5\times10^{12}$ and $3\times10^{13}$ cm$^{-2}$, with (1) evaluated at 300 K and (13) at all three temperatures. The largest difference in $\mu$ was $2.2\times10^{-14}$ eV.

## A form for computation

When $a(e^u-1)\ll1$, (9) subtracts two nearly equal numbers, and (1) has the same weakness. This happens at low density, and also at ordinary density when the temperature is so low that the upper subband is almost empty. At 10 K, with $\Delta=90$ meV and $n=5\times10^{12}$ cm$^{-2}$, the square root and the hyperbolic cosine in (1) agree to every digit of double precision, and the formula gives no finite result. Multiply the numerator and denominator of (9) by $S+(1+a)$. By (8) the new numerator is $S^2-(1+a)^2=4a(e^u-1)$, so

$$
x=\frac{2(e^u-1)}{1+a+S}. \tag{12}
$$

All terms in the denominator are positive, and the factor $a$ has cancelled. The limit $a\to0$ is therefore regular too. When $u$ is large, $e^u$ can overflow, and the logarithm of (12) is preferable:

$$
\frac{\mu-E_1}{t}=\ln2+u+\ln(1-e^{-u})-\ln(1+a+S). \tag{13}
$$

Here $1-e^{-u}$ should be evaluated by a routine accurate for small $u$, and $\ln S$ from the logarithms of the two terms in (8). The sum $1+a+S$ should likewise be combined from the logarithms of $1+a$ and $S$, without forming $S$ itself.

The loss of digits in (1) can be estimated. For $u\ll1$, (11) gives $y\simeq u/[2\cosh(\Delta/2t)]$. With $u=10^{-12}$ and $\Delta/t=3.4$ this is about $2\times10^{-13}$, obtained as a difference of numbers near 3 whose rounding in double precision is a few times $10^{-16}$. A relative error of order $10^{-3}$ in $y$, and so an absolute error of that order in $\mu/t$, is expected. The computed error is $2.7\times10^{-3}$, whereas (13) shows no error at the precision of the comparison.

## Limiting cases

**Far and coincident subbands.** For $\Delta/t\to\infty$ at fixed $u$, $a\to0$ and $S\to1$, so (12) gives the one-subband result $x=e^u-1$. For $\Delta=0$, $a=1$ and $S=2e^{u/2}$, so (9) gives $x=e^{u/2}-1$. This is the one-subband result with half the density in each subband.

**Low density.** For $u\ll1$, $e^u-1\simeq u$ and $S\simeq1+a$. Equation (12) becomes $x\simeq u/(1+a)$, or

$$
\mu\simeq E_1+t\ln\frac{n}{Dt\,(1+e^{-\Delta/t})}. \tag{14}
$$

This is Boltzmann statistics with the partition sum of two levels.

**A weakly occupied upper subband.** Let $x_0=e^u-1$ be the one-subband solution and write $x=x_0+x_1$, with $x_1$ of first order in $a$. The first-order terms of (7) are $ax_0^2+ax_0+x_1=0$, so $x_1=-ax_0(1+x_0)=-ax_0e^u$. Since $\delta\mu=t\,x_1/x_0$,

$$
\mu-\mu_{\text{one}}\simeq-t\,a\,e^u,\qquad ae^u\ll1. \tag{15}
$$

The sign follows from (6): at fixed $n$ the extra factor $1+ax>1$ requires a smaller $x$.

**Low temperature.** Take $\Delta>0$ and $t\ll\Delta$, and define

$$
w=ae^u=\exp\frac{n-D\Delta}{Dt}. \tag{16}
$$

For densities near $D\Delta$, $a$ is exponentially small while $w$ can have any size. Then $S\simeq\sqrt{1+4w}$, and (9) gives

$$
\mu\simeq E_2+t\ln\frac{\sqrt{1+4w}-1}{2}. \tag{17}
$$

Three cases follow.

- Below threshold, $n<D\Delta$, $w\to0$ as $T\to0$. The fraction in (17) tends to $w$, so $\mu\to E_2+(n-D\Delta)/D=E_1+n/D$. The lower subband holds all the electrons.
- Above threshold, $n>D\Delta$, $w\to\infty$. The fraction tends to $\sqrt w$, so $\mu\to E_2+(n-D\Delta)/(2D)=(E_1+E_2)/2+n/(2D)$. The slope $d\mu/dn$ has halved because two subbands now fill together.
- At threshold, $n=D\Delta$, $w=1$ and

$$
\mu\simeq E_2-t\ln\varphi,\qquad \varphi=\frac{1+\sqrt5}{2}, \tag{18}
$$

because $(\sqrt5-1)/2=1/\varphi$.

The kink of the zero-temperature curve is thus rounded over a density range of several $Dt$. At threshold the upper subband already holds $Dt\ln(1+1/\varphi)=Dt\ln\varphi$, since $1+1/\varphi=\varphi$. Direct integration of the Fermi function at 10 K and $n=D\Delta$, with the $\Delta$ of the example below, gives $(E_2-\mu)/t=0.481212$, equal to $\ln\varphi$ to the digits shown.

## Example: a strained-silicon inversion layer

Consider electrons at a (100) silicon surface under biaxial tension, as in a silicon channel grown on relaxed Si$_{0.7}$Ge$_{0.3}$. The two lowest subbands of the twofold valleys have $g_v=2$ and $m=0.19\,m_e$, so (2) gives $D=1.587\times10^{14}$ cm$^{-2}$ eV$^{-1}$. Take $n=5\times10^{12}$ cm$^{-2}$, a depletion density $N_d=10^{12}$ cm$^{-2}$ and $T=300$ K.

The separation is estimated from a triangular well with an impenetrable wall at the oxide. By Gauss's law the field at depth $z$ is $(e/\epsilon)[N_d+N(z)]$. Here $N(z)$ is the electron density per area lying deeper than $z$, and the depletion field is taken as uniform across the thin layer. With $\rho(z)=-dN/dz$ the electron density per volume,

$$
\int_0^\infty\rho N\,dz=-\int_0^\infty N\frac{dN}{dz}\,dz=\frac{n^2}{2}.
$$

The field averaged over the electrons is therefore

$$
F=\frac{e}{\epsilon}\left(N_d+\frac n2\right)=0.541\ \text{MV/cm}, \tag{19}
$$

with relative permittivity 11.7. In a uniform field the Schrödinger equation has Airy-function solutions that vanish at the wall when

$$
E_i=\alpha_i\left(\frac{\hbar^2e^2F^2}{2m_z}\right)^{1/3},
$$

where $-\alpha_i$ are the zeros of the Airy function and $m_z=0.916\,m_e$. This gives $E_1=115.9$ meV and $E_2=202.7$ meV above the corner of the well, hence $\Delta=86.8$ meV.

With $t=25.852$ meV, the quantities in (4) and (8) are

$$
u=1.2184,\quad e^u=3.3818,\quad a=0.03488,
$$

$$
S=\sqrt{(0.96512)^2+4(0.03488)(3.3818)}=1.1846 .
$$

Equation (12) then gives

$$
x=\frac{2(2.3818)}{1.03488+1.1846}=2.146,
$$

$$
\mu-E_1=t\ln x=19.7\ \text{meV}=7.26\times10^{-4}\ \text{hartree}.
$$

From (3), $n_1=4.70\times10^{12}$ cm$^{-2}$ and $n_2=2.96\times10^{11}$ cm$^{-2}$, so the upper subband holds 5.9 % of the electrons. One subband alone would give 22.4 meV, which is 2.7 meV higher. The first-order estimate (15) gives a lowering of $25.852\times0.03488\times3.3818=3.05$ meV. That is about 13 % too large, a reasonable error for an expansion parameter $ae^u=0.12$.

The zero-temperature threshold is $D\Delta=1.38\times10^{13}$ cm$^{-2}$, well above $n$. At $T=0$ the upper subband would be empty and $\mu-E_1=n/D=31.5$ meV. With $n$ and $\Delta$ held fixed, $\mu-E_1$ is 31.4 meV at 77 K and 8.1 meV at 400 K. The upper share rises from 0.005 % to 10.6 % between these temperatures.

## How far the model carries for a real transistor

The inputs are rough typical values for strong inversion, and a heavily doped channel would have a larger depletion density. The separation $\Delta$ is itself only an estimate. Solving the Schrödinger and Poisson equations together for the two subbands, in the Hartree approximation, lowers $\Delta$ to 60.5 meV. The upper share rises to 13.6 %, and $\mu-E_1$ falls to 16.1 meV. A plausible reason is that the true field weakens away from the oxide, where the upper state extends farther. Adding the image potential and a local, zero-temperature, isotropic exchange potential, without correlation, gives 63.7 meV, 12.4 % and 16.7 meV. The last digits of these values depend on the model. A depletion field that falls linearly to zero over about 140 nm, instead of a uniform one, lowers the Hartree $\Delta$ by about 0.3 meV. Letting the higher subbands share the charge self-consistently raises it by about 2 meV. Equation (1) still applies at each stage of such a calculation, with the current $\Delta$.

The other assumptions can be sized by the change they make in $\mu-E_1$ at fixed $n$:

- **Higher subbands.** In the triangular well, subbands 3 to 12 lower it by 0.2 meV. With the Hartree levels held fixed, the third subband alone lowers it by 1.4 meV and takes 3.4 % of the electrons.
- **Nonparabolicity.** The density of states is multiplied by $1+2\alpha(E_i/3+\varepsilon)$, with $\alpha=0.5$ eV$^{-1}$ and $E_i/3$ the kinetic part of the confinement energy in a triangular well. With the subband bottoms held fixed, this lowers $\mu-E_1$ by 2.9 meV. At the same order in $\alpha$ the bottoms also shift, which in the triangular well reduces $\Delta$ by about 3 meV and $\mu-E_1$ by about a further 0.3 meV. It also makes the two densities of states at the subband bottoms differ by about 3 %, so the quadratic is then an approximation.
- **Collisions.** A Gaussian level width of 6.1 meV, estimated as $\hbar/2\tau$ from a mobility of 500 cm$^2$/Vs, lowers it by 0.3 meV. This size holds for the Gaussian shape only. A Lorentzian of the same half-width has long tails, and its effect grows with the cutoff, to about 1.6 meV for tails cut at ten half-widths.
- **Oxide penetration.** With a barrier of 3.1 eV and an oxide mass of $0.5\,m_e$, $E_1$ falls by 4.7 meV but $\Delta$ by 0.04 meV. The effect on $\mu-E_1$ is negligible.

The Hartree correction, the third subband and nonparabolicity all act downward. If they simply added, which has not been computed, $\mu-E_1$ would be near 12 meV. The 19.7 meV is thus the value for the triangular two-subband model, not a prediction for a device to that precision.

Strain is what justifies leaving out the fourfold valleys. It raises them by roughly 0.2 eV, and in the triangular well they then hold 0.015 % of the electrons. In unstrained silicon, with the same field and density, their lowest level lies 79.9 meV above $E_1$, below $E_2$. They have a different density of states and would take 22.9 % of the electrons, lowering $\mu-E_1$ by 10.4 meV, in the triangular well. In a self-consistent Hartree potential their share is larger, about 30 %. Formula (1) then fails at room temperature, and the full density equation must be solved numerically. The numerical output below lists the values of the main calculation.

## Numbers as computed

```
INPUTS (rough typical values)
in-plane mass 0.19, normal mass 0.916 m_e, valleys 2
n = 5.00e+12 cm^-2, depletion density = 1.00e+12 cm^-2
T = 300 K, k_B T = 25.852 meV
relative permittivity: silicon 11.7, oxide 3.9
strain splitting 0.20 eV, nonparabolicity 0.5 1/eV
mobility 500 cm^2/Vs, barrier 3.1 eV, oxide mass 0.5
TWO-SUBBAND RESULT, TRIANGULAR WELL
D = 1.5874e+14 cm^-2 eV^-1; box count / formula = 1.00042
average field = 0.5413 MV/cm
E1 = 115.92 meV, E2 = 202.68 meV above the well corner
gap = 86.76 meV, a = exp(-gap/k_B T) = 0.03488
u = n/(D k_B T) = 1.21841, exp(u) = 3.38182
positive root x = 2.14630
mu-E1 = 19.744 meV = 0.000726 hartree
one-subband mu-E1 = 22.436 meV, difference = -2.692 meV
n1 = 4.7038e+12 cm^-2, n2 = 2.9624e+11 cm^-2, share n2/n = 5.92 %
zero-temperature threshold D*gap = 1.377e+13 cm^-2
zero-temperature mu-E1 = n/D = 31.498 meV
T = 77 K, same gap: mu-E1 = 31.439 meV, upper share = 0.0050 %
T = 300 K, same gap: mu-E1 = 19.744 meV, upper share = 5.9248 %
T = 400 K, same gap: mu-E1 = 8.051 meV, upper share = 10.6229 %
NUMERICAL CHECKS
largest difference from quadrature = 2.2e-14 eV
(E2-mu)/k_B T at threshold, 10 K = 0.481212; ln golden ratio = 0.481212
u = 1e-12, gap/k_B T = 3.4: errors of mu/k_B T:
  compact form 2.7e-03, rationalized form 0.0e+00
NEGLECTED EFFECTS: change of mu-E1 (triangular well)
subbands 3 to 12: -0.180 meV
fourfold valleys, strained: -0.0065 meV, share 0.0154 %
fourfold valleys, unstrained: -10.37 meV, share 22.9 %
lowest fourfold level minus E1, unstrained: 79.91 meV
nonparabolicity: -2.93 meV
Gaussian broadening, width 6.09 meV: -0.269 meV
oxide penetration: E1 moves -4.69 meV, gap moves -0.043 meV
  resulting change of mu-E1: -0.0040 meV
SELF-CONSISTENT POTENTIAL
density-averaged field / formula = 1.00000
Hartree: gap = 60.5 meV, E3-E1 = 96.2 meV
  mu-E1 = 16.13 meV, upper share = 13.57 %
  third subband added: mu changes by -1.36 meV, its share 3.44 %
Hartree + image + exchange: gap = 63.7 meV, E3-E1 = 102.8 meV
  mu-E1 = 16.71 meV, upper share = 12.37 %
  third subband added: mu changes by -1.10 meV, its share 2.77 %
```
